**Korhonen stress evolution: energy minimization and atom hopping against the derived formulas**

The program tests \(\partial_t\sigma=\partial_x[\kappa(\partial_x\sigma+F/\Omega)]\) with \(\kappa=DB\Omega/kT\) and \(1/B=1/K+1/G_m\). Here \(\sigma\) is the hydrostatic stress (tension positive), \(F\) the wind force on an atom, \(\Omega\) the atomic volume, \(D\) the atomic diffusivity, \(K\) the bulk modulus of the line and \(G_m\) the shear modulus of the dielectric. A radial finite-element energy minimization gives \(B=24.706\) GPa, equal to the formula to the digits printed, and the program asserts that the line carries no shear and that the energy derivative equals \(-\sigma\). A hopping model, with rates set by the energy change on moving one atom, is then compared with the transient profile, the blocked steady state, the threshold time and the stress at a step in diffusivity. The threshold time is 5.015 h by hopping and 5.018 h by formula, and the stress at the step is −24.99 MPa against −25.00 MPa. The program also asserts that a uniform line stays unstressed away from its ends at early times. Among the neglected effects it sizes, an initial thermal stress of 55.6 MPa has the largest influence on the threshold time at the test temperature, multiplying it by 0.197. The inputs are rough values in the regime of an oxide-embedded copper interconnect, and the 100 MPa threshold is illustrative.

## Verification by program

```python
"""
Result under test: stress evolution in a confined metal line with electron wind,
    d(sigma)/dt = d/dx [ kappa * ( d(sigma)/dx + F/Omega ) ],
    kappa = D*B*Omega/(k*T),   1/B = 1/K + 1/G_m.
sigma: hydrostatic stress (tension positive); F: wind force on an atom along +x;
Omega: atomic volume; D: effective atomic diffusivity; K: bulk modulus of the line;
G_m: shear modulus of the dielectric; theta: stress-free volume fraction of added
atoms; B: modulus defined by sigma = -B*theta.
Independent road: elastic energy minimization, then atom hops whose rates follow
from the energy change on moving one atom. All internal quantities are in SI units.
Inputs are rough values in the regime of an oxide-embedded copper interconnect.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e

# Inputs
T = 573.0
K_line, G_line = 140e9, 45e9
G_diel, nu_diel = 30e9, 0.20
Omega = 1.18e-29
D_atom = 1e-16
Z_eff = -1.0
rho = 4e-8
j_signed = -2e10          # conventional current along -x, electrons along +x
length = 50e-6
width = 0.2e-6
sigma_crit = 100e6
area = width**2
radius = np.sqrt(area / np.pi)
kT = k_B * T


def insertion_modulus(lam_m, outer_ratio, redistribute=True):
    """Minimize elastic energy at theta = 1 (linear response), line radius = 1.

    Unknowns: radial displacement u at nodes in s = ln(r), and radial stress-free
    strain e_r of the added atoms (the axial one is theta - 2*e_r).
    Returns B, the mean line stress and the radial-minus-axial line stress.
    """
    n = 500
    h = np.log(outer_ratio) / n
    i_er, i_th = n + 1, n + 2
    H = np.zeros((n + 3, n + 3))

    def add(weight, row):
        for i, a in row.items():
            for m, b in row.items():
                H[i, m] += weight * a * b

    add(np.pi * K_line, {0: 2.0, i_th: -1.0})
    if redistribute:
        add(np.pi * 4 * G_line / 3, {0: 1.0, i_er: -3.0, i_th: 1.0})
    else:                 # equal stress-free strain in all three directions
        add(np.pi * 4 * G_line / 3, {0: 1.0})
        add(K_line, {i_er: 1.0, i_th: -1.0 / 3.0})
    for i in range(n):
        add(2 * np.pi * lam_m * h, {i: 0.5 - 1 / h, i + 1: 0.5 + 1 / h})
        add(4 * np.pi * G_diel * h, {i: -1 / h, i + 1: 1 / h})
        add(4 * np.pi * G_diel * h, {i: 0.5, i + 1: 0.5})
    z = np.linalg.solve(H[:-1, :-1], -H[:-1, -1])
    modulus = (H[-1, -1] + H[-1, :-1] @ z) / np.pi
    mean_stress = K_line * (2 * z[0] - 1)
    shear_stress = 2 * G_line * (z[0] - 3 * z[i_er] + 1)
    return modulus, mean_stress, shear_stress


lam_diel = 2 * G_diel * nu_diel / (1 - 2 * nu_diel)
B = 1 / (1 / K_line + 1 / G_diel)
B_num, mean_num, shear_num = insertion_modulus(lam_diel, 300.0)
B_other_lam = insertion_modulus(3 * lam_diel, 300.0)[0]
B_frozen = insertion_modulus(lam_diel, 300.0, redistribute=False)[0]
B_shell = insertion_modulus(lam_diel, 5.0)[0]

# Tolerance: finite elements and a finite outer radius
assert abs(B_num / B - 1) < 1e-3
assert abs(B_other_lam / B - 1) < 1e-3
# Energy derivative equals minus the line stress; the line carries no shear
assert abs(mean_num + B_num) < 1e-6 * B
assert abs(shear_num) < 1e-6 * B
# Without redistribution the line does carry shear and B differs
assert B_frozen > 1.1 * B

# Derived formulas for the example
F = Z_eff * q_e * rho * j_signed
g = F / Omega
kappa = D_atom * B * Omega / kT
t_crit = np.pi * sigma_crit**2 / (4 * g**2 * kappa)
sigma_end = g * length / 2
L_crit = 2 * sigma_crit / g


def series_stress(x, t):
    n = np.arange(1, 400, 2)[:, None]
    terms = (4 * length / (n * np.pi)**2 * np.cos(n * np.pi * x / length)
             * np.exp(-(n * np.pi / length)**2 * kappa * t))
    return g * (length / 2 - x - terms.sum(axis=0))


def hop_line(D_cells, t_end, stress_dependent=False):
    """Mean atom exchange between cells, with blocked ends.

    A filled lattice gives equal attempt rates both ways; the energy change
    on moving one atom sets the bias by detailed balance.
    """
    cells = len(D_cells)
    dx = length / cells
    volume = area * dx
    one_atom = Omega / volume
    D_face = 2 * D_cells[1:] * D_cells[:-1] / (D_cells[1:] + D_cells[:-1])
    dt = dx**2 * kT / (6 * D_cells.max() * B_num * Omega)
    steps = int(np.ceil(t_end / dt))
    dt = t_end / steps
    theta = np.zeros(cells)
    end_stress = np.zeros(steps)

    def energy(th):
        return 0.5 * B_num * volume * th**2

    for step in range(steps):
        now = energy(theta)
        gain = energy(theta + one_atom) - now
        loss = energy(theta - one_atom) - now
        change = loss[:-1] + gain[1:] - F * dx
        rate = area * D_face / (Omega * dx)
        if stress_dependent:
            face_stress = -B_num * 0.5 * (theta[1:] + theta[:-1])
            rate = rate * np.exp(Omega * face_stress / kT)
        net = rate * (np.exp(-change / (2 * kT)) - np.exp(change / (2 * kT)))
        theta[:-1] -= one_atom * net * dt
        theta[1:] += one_atom * net * dt
        # Blocked wall: extrapolate half a cell with the zero-flux slope
        end_stress[step] = -B_num * theta[0] + g * dx / 2
    x = (np.arange(cells) + 0.5) * dx
    times = dt * np.arange(1, steps + 1)
    return x, -B_num * theta, times, end_stress


# Transient profile; 1 % covers the finite cell size
x, hop_profile, _, hop_end = hop_line(np.full(100, D_atom), t_crit)
profile_error = np.max(np.abs(hop_profile - series_stress(x, t_crit))) / sigma_crit
assert profile_error < 0.01

# Time at which the cathode reaches the threshold
_, _, times, ends = hop_line(np.full(100, D_atom), 1.5 * t_crit)
assert ends[-1] > sigma_crit
t_hop = np.interp(sigma_crit, ends, times)
assert abs(t_hop / t_crit - 1) < 0.02

# Blocked steady state
x, steady, _, _ = hop_line(np.full(50, D_atom), length**2 / kappa)
steady_error = np.max(np.abs(steady - g * (length / 2 - x))) / sigma_end
assert steady_error < 2e-3

# Interior source: D falls fourfold along the wind at mid-line
t_step = t_crit / 4
D_step = np.where(np.arange(200) < 100, D_atom, D_atom / 4)
_, s_step, _, _ = hop_line(D_step, t_step)
step_hop = 1.5 * s_step[99] - 0.5 * s_step[98]
step_formula = (2 * g * (np.sqrt(kappa / 4) - np.sqrt(kappa))
                * np.sqrt(t_step / np.pi))
assert abs(step_hop / step_formula - 1) < 0.02
# A uniform line has no interior source: still unstressed away from its ends
_, s_uniform, _, _ = hop_line(np.full(200, D_atom), t_step)
assert abs(s_uniform[80]) < 2e-3 * abs(step_formula)

# Sizes of neglected effects, with rough auxiliary inputs
_, _, times_d, ends_d = hop_line(np.full(100, D_atom), 1.5 * t_crit, True)
assert ends_d[-1] > sigma_crit
t_dependent = np.interp(sigma_crit, ends_d, times_d)
delta_alpha, T_free, T_use = 15e-6, 623.0, 378.0
thermal_test = 3 * B * delta_alpha * (T_free - T)
thermal_use = 3 * B * delta_alpha * (T_free - T_use)
time_factor = max(0.0, 1 - thermal_test / sigma_crit)**2
E_act, E_vac = 0.9 * q_e, 1.2 * q_e
D_use_ratio = np.exp(-E_act / k_B * (1 / T_use - 1 / T))
sink_distance, k_diel = 1e-6, 1.2
heating = (rho * j_signed**2 * area
           * np.log(2 * sink_distance / radius) / (2 * np.pi * k_diel))
D_heating = np.exp(E_act / k_B * (1 / T - 1 / (T + heating))) - 1
vacancy_storage = np.exp(-E_vac / kT) * B * Omega / kT
diffusion_length = np.sqrt(kappa * t_crit)

print("INPUTS (rough typical values)")
print(f"temperature                         {T:.0f} K")
print(f"line bulk modulus K                 {K_line/1e9:.0f} GPa")
print(f"line shear modulus                  {G_line/1e9:.0f} GPa")
print(f"dielectric shear modulus G_m        {G_diel/1e9:.0f} GPa")
print(f"dielectric Poisson ratio            {nu_diel:.2f}")
print(f"atomic volume                       {Omega*1e27:.4f} nm^3")
print(f"effective diffusivity D             {D_atom*1e4:.1e} cm^2/s")
print(f"effective charge number Z*          {Z_eff:.1f}")
print(f"resistivity                         {rho*1e8:.1f} uOhm cm")
print(f"signed current density              {j_signed/1e10:.1f} MA/cm^2")
print(f"line length                         {length*1e6:.0f} um")
print(f"line width = height                 {width*1e6:.2f} um")
print(f"chosen void threshold               {sigma_crit/1e6:.0f} MPa")
print("RESULTS")
print(f"B, formula                          {B/1e9:.3f} GPa")
print(f"B, energy minimization              {B_num/1e9:.3f} GPa")
print(f"thermal energy kT                   {kT/q_e:.5f} eV")
print(f"B*Omega/kT                          {B*Omega/kT:.2f} (no unit)")
print(f"stress diffusivity kappa            {kappa*1e4:.3e} cm^2/s")
print(f"wind force F                        {F/q_e*1e-6:.3e} eV/um")
print(f"wind stress gradient F/Omega        {g/1e12:.3f} MPa/um")
print(f"steady cathode stress               {sigma_end/1e6:.1f} MPa")
print(f"relaxation time L^2/(pi^2 kappa)    {length**2/(np.pi**2*kappa)/3600:.2f} h")
print(f"threshold time, formula             {t_crit/3600:.3f} h")
print(f"threshold time, formula             {t_crit:.3e} s")
print(f"threshold time, hopping             {t_hop/3600:.3f} h")
print(f"cathode stress at that time, hops   {hop_end[-1]/1e6:.2f} MPa")
print(f"critical length                     {L_crit*1e6:.2f} um")
print(f"critical product |j|L               {abs(j_signed)*L_crit/100:.0f} A/cm")
print(f"largest profile error / threshold   {profile_error:.1e} (no unit)")
print(f"largest steady error / end stress   {steady_error:.1e} (no unit)")
print(f"time for diffusivity-step test      {t_step/3600:.3f} h")
print(f"stress at D step (D to D/4), formula {step_formula/1e6:.2f} MPa")
print(f"stress at D step, hopping           {step_hop/1e6:.2f} MPa")
print("NEGLECTED EFFECTS")
print(f"threshold time if D~exp(Omega s/kT) {t_dependent/3600:.3f} h")
print(f"Omega*sigma/kT at threshold         {Omega*sigma_crit/kT:.3f} (no unit)")
print(f"expansion mismatch; stress-free T   {delta_alpha*1e6:.0f} ppm/K; {T_free:.0f} K")
print(f"elastic thermal stress at test T    {thermal_test/1e6:.1f} MPa")
print(f"threshold-time factor from it       {time_factor:.3f} (no unit)")
print(f"elastic thermal stress at {T_use:.0f} K     {thermal_use/1e6:.0f} MPa")
print(f"D({T_use:.0f} K)/D(test), E_act={E_act/q_e:.1f} eV    {D_use_ratio:.2e} (no unit)")
print(f"B without redistribution            {B_frozen/1e9:.2f} GPa")
print(f"B, free dielectric shell of 5 radii {B_shell/1e9:.2f} GPa")
print(f"sink distance; heat conductivity    {sink_distance*1e6:.0f} um; {k_diel:.1f} W/(m K)")
print(f"Joule heating; rise of D            {heating:.2f} K; {100*D_heating:.2f} %")
print(f"vacancy/site storage, E_vac={E_vac/q_e:.1f} eV  {vacancy_storage:.1e} (no unit)")
print(f"added-atom strain at threshold      {sigma_crit/B:.2e} (no unit)")
print(f"equal-area radius                   {radius*1e6:.3f} um")
print(f"diffusion length at threshold       {diffusion_length*1e6:.2f} um")
print(f"cross-section time radius^2/kappa   {radius**2/kappa:.2f} s")
print("all good")
```

Running it gives:

```
INPUTS (rough typical values)
temperature                         573 K
line bulk modulus K                 140 GPa
line shear modulus                  45 GPa
dielectric shear modulus G_m        30 GPa
dielectric Poisson ratio            0.20
atomic volume                       0.0118 nm^3
effective diffusivity D             1.0e-12 cm^2/s
effective charge number Z*          -1.0
resistivity                         4.0 uOhm cm
signed current density              -2.0 MA/cm^2
line length                         50 um
line width = height                 0.20 um
chosen void threshold               100 MPa
RESULTS
B, formula                          24.706 GPa
B, energy minimization              24.706 GPa
thermal energy kT                   0.04938 eV
B*Omega/kT                          36.85 (no unit)
stress diffusivity kappa            3.685e-11 cm^2/s
wind force F                        8.000e-04 eV/um
wind stress gradient F/Omega        10.862 MPa/um
steady cathode stress               271.6 MPa
relaxation time L^2/(pi^2 kappa)    19.09 h
threshold time, formula             5.018 h
threshold time, formula             1.806e+04 s
threshold time, hopping             5.015 h
cathode stress at that time, hops   100.03 MPa
critical length                     18.41 um
critical product |j|L               3682 A/cm
largest profile error / threshold   6.9e-05 (no unit)
largest steady error / end stress   4.3e-05 (no unit)
time for diffusivity-step test      1.254 h
stress at D step (D to D/4), formula -25.00 MPa
stress at D step, hopping           -24.99 MPa
NEGLECTED EFFECTS
threshold time if D~exp(Omega s/kT) 4.887 h
Omega*sigma/kT at threshold         0.149 (no unit)
expansion mismatch; stress-free T   15 ppm/K; 623 K
elastic thermal stress at test T    55.6 MPa
threshold-time factor from it       0.197 (no unit)
elastic thermal stress at 378 K     272 MPa
D(378 K)/D(test), E_act=0.9 eV    8.25e-05 (no unit)
B without redistribution            34.05 GPa
B, free dielectric shell of 5 radii 23.42 GPa
sink distance; heat conductivity    1 um; 1.2 W/(m K)
Joule heating; rise of D            0.24 K; 0.78 %
vacancy/site storage, E_vac=1.2 eV  1.0e-09 (no unit)
added-atom strain at threshold      4.05e-03 (no unit)
equal-area radius                   0.113 um
diffusion length at threshold       8.16 um
cross-section time radius^2/kappa   3.46 s
all good
```
